# Third-moment sum rule and high-frequency local field of the electron gas, part 1

(Sections cited here and not found follow in the second part.)

## The third moment as a ground-state expectation value

In an unpolarized electron gas at $r_s=2$ bohr, the local-field factor $G$, which measures how much exchange and correlation weaken the mean Coulomb field felt by an electron, equals $0.36$ at wave number $q=k_F$ and $0.79$ at $q=3k_F$ in the static STLS approximation. Its limit at infinite frequency, computed with the structure factor of the same approximation and the kinetic energy implied by the PW92 correlation energy, is quite different: about $0.04$ at $k_F$, zero near $1.5\,k_F$, and $-0.62$ at $3k_F$. A negative $G$ means a field stronger than the mean one, although each electron carries a hole around itself from which other electrons are depleted. The sign and the size both follow from an identity that expresses the third frequency moment of the density response through two ground-state quantities, the kinetic energy and the static structure factor.

Hartree atomic units are used. $N$ electrons move in a periodic volume $V$ with density $n=N/V$, and the Hamiltonian is

$$H=T+U,\qquad T=\sum_j \frac{\mathbf p_j^2}{2},\qquad U=\sum_{i<j}w(\mathbf r_i-\mathbf r_j),\qquad w(\mathbf r)=\frac1V\sum_{\mathbf k\ne0}v(k)\,e^{i\mathbf k\cdot\mathbf r}.$$

For the Coulomb interaction $v(k)=4\pi/k^2$. The term $\mathbf k=0$ is absent because a uniform positive background cancels it. The pair potential $w$ is local, independent of velocity and spin, and even in $\mathbf r$. The temperature is zero, and the ground state $|0\rangle$, of energy $E_0$, is taken to be nondegenerate and invariant under translations and inversion. The density operator is $\rho_{\mathbf q}=\sum_j e^{-i\mathbf q\cdot\mathbf r_j}$ with $\mathbf q\neq0$, and $\omega_n=E_n-E_0$ are the excitation energies.

A weak external potential $\phi\,e^{i\mathbf q\cdot\mathbf r-i\omega\tau}e^{\eta\tau}$ plus its complex conjugate, switched on at the rate $\eta\to0^+$ in time $\tau$, adds $H'=\phi\,\rho_{\mathbf q}^\dagger e^{-i\omega\tau+\eta\tau}+\text{h.c.}$ to the Hamiltonian. In the interaction picture the state to first order is $|0\rangle-i\int_{-\infty}^\tau d\tau'H'(\tau')|0\rangle$, so that $\delta\langle\rho_{\mathbf q}(\tau)\rangle=-i\int_{-\infty}^{\tau}d\tau'\langle0|[\rho_{\mathbf q}(\tau),H'(\tau')]|0\rangle$. The conjugate part of $H'$ gives an expectation value of two operators that together change the total momentum by $-2\mathbf q$, and this vanishes in a translation-invariant state. In the remaining part a complete set of eigenstates is inserted, and each term is integrated with $-i\int_0^\infty d\sigma\,e^{i(\omega\mp\omega_n+i\eta)\sigma}=1/(\omega\mp\omega_n+i\eta)$, where $\sigma=\tau-\tau'$. The response function, defined by $\delta\langle\rho_{\mathbf q}\rangle/V=\chi\,\phi\,e^{-i\omega\tau}$, is

$$\chi(\mathbf q,\omega)=\frac1V\sum_n\left[\frac{|\langle n|\rho_{\mathbf q}^\dagger|0\rangle|^2}{\omega-\omega_n+i\eta}-\frac{|\langle n|\rho_{\mathbf q}|0\rangle|^2}{\omega+\omega_n+i\eta}\right].$$

Inversion exchanges $\rho_{\mathbf q}$ with $\rho_{\mathbf q}^\dagger$, leaves $|0\rangle$ unchanged up to a sign, and maps each $|n\rangle$ to a state of the same energy. The second sum can therefore be relabelled so that it carries the same weights $W_n=|\langle n|\rho_{\mathbf q}^\dagger|0\rangle|^2$ as the first. For a complex frequency $z$ the two fractions combine, and for real positive $\omega$ the imaginary part comes from the first fraction:

$$\chi(\mathbf q,z)=\frac2V\sum_n\frac{\omega_nW_n}{z^2-\omega_n^2},\qquad \operatorname{Im}\chi(\mathbf q,\omega)=-\frac\pi V\sum_nW_n\,\delta(\omega-\omega_n).$$

The frequency moments are defined as

$$M_l(\mathbf q)=-\frac2\pi\int_0^\infty d\omega\,\omega^l\operatorname{Im}\chi(\mathbf q,\omega)=\frac2V\sum_n\omega_n^l\,W_n .$$

They control $\chi$ at high frequency. The statement is cleanest on the imaginary axis, $z=iu$, where no denominator vanishes. The identity

$$\frac1{u^2+\omega^2}=\frac1{u^2}-\frac{\omega^2}{u^4}+\frac{\omega^4}{u^4(u^2+\omega^2)}$$

is checked by multiplying with $u^2+\omega^2$: the first two terms give $(u^4-\omega^4)/u^4$ and the third restores $\omega^4/u^4$. Inserting it into $\chi(iu)=-(2/V)\sum_n\omega_nW_n/(u^2+\omega_n^2)$ gives

$$\chi(\mathbf q,iu)=-\frac{M_1}{u^2}+\frac{M_3}{u^4}-\frac{R(u)}{u^4},\qquad R(u)=\frac2V\sum_n\omega_n^3W_n\,\frac{\omega_n^2}{u^2+\omega_n^2}.$$

Each term of $R$ is positive, is bounded by the corresponding term of $M_3$, and tends to zero as $u\to\infty$. If $M_3$ is finite, dominated convergence gives $R\to0$. Since $z^2=-u^2$, the result reads $\chi=M_1/z^2+M_3/z^4+o(z^{-4})$. The limit is taken at fixed $\mathbf q$, and nothing is assumed about $M_5$.

The moments become ground-state expectation values when the factors $\omega_n$ are produced by commutators with $H$. Let

$$A^\dagger=[H,\rho_{\mathbf q}^\dagger],\qquad A=[\rho_{\mathbf q},H],\qquad B=[H,A^\dagger].$$

Between eigenstates a commutator $[H,X]$ has the matrix element $\langle m|[H,X]|m'\rangle=(E_m-E_{m'})\langle m|X|m'\rangle$. Hence $\langle n|A^\dagger|0\rangle=\omega_n\langle n|\rho^\dagger_{\mathbf q}|0\rangle$ and $\langle0|A^\dagger|n\rangle=-\omega_n\langle0|\rho^\dagger_{\mathbf q}|n\rangle$, while $B$ carries $\omega_n^2$ in both orders. For $A$, whose commutator has the opposite order, $\langle0|A|n\rangle=\omega_n\langle0|\rho_{\mathbf q}|n\rangle$ and $\langle n|A|0\rangle=-\omega_n\langle n|\rho_{\mathbf q}|0\rangle$. Inserting complete sets,

$$\langle[\rho_{\mathbf q},A^\dagger]\rangle=\sum_n\omega_n|\langle n|\rho^\dagger_{\mathbf q}|0\rangle|^2+\sum_n\omega_n|\langle n|\rho_{\mathbf q}|0\rangle|^2,$$

$$\langle[A,B]\rangle=\sum_n\omega_n^3|\langle n|\rho^\dagger_{\mathbf q}|0\rangle|^2+\sum_n\omega_n^3|\langle n|\rho_{\mathbf q}|0\rangle|^2,$$

where in each line the minus sign of the commutator has met the minus sign of the reversed matrix element. Inversion symmetry makes the two sums in each line equal, so

$$M_1=\frac1V\langle[\rho_{\mathbf q},A^\dagger]\rangle,\qquad M_3=\frac1V\langle[A,[H,A^\dagger]]\rangle .$$

The operator $A^\dagger$ receives nothing from $U$, because $U$ and $\rho_{\mathbf q}^\dagger$ are both functions of the positions. A nonlocal or velocity-dependent interaction would in general contribute to $A^\dagger$, and the expressions derived below for the moments could then not be relied on. For the kinetic energy, $\mathbf p\,e^{i\mathbf q\cdot\mathbf r}=e^{i\mathbf q\cdot\mathbf r}(\mathbf p+\mathbf q)$, so $\tfrac12\mathbf p^2e^{i\mathbf q\cdot\mathbf r}=e^{i\mathbf q\cdot\mathbf r}\tfrac12(\mathbf p+\mathbf q)^2$, and subtracting $e^{i\mathbf q\cdot\mathbf r}\tfrac12\mathbf p^2$ leaves

$$A^\dagger=\sum_je^{i\mathbf q\cdot\mathbf r_j}D_j,\qquad A=\sum_lD_l\,e^{-i\mathbf q\cdot\mathbf r_l},\qquad D_j=\mathbf q\cdot\mathbf p_j+\omega_q,\qquad \omega_q=\frac{q^2}2 .$$

For the first moment, operators of different electrons commute, and for one electron $[e^{-i\mathbf q\cdot\mathbf r},\mathbf q\cdot\mathbf p]=+q^2e^{-i\mathbf q\cdot\mathbf r}$, because $[\mathbf q\cdot\mathbf p,f(\mathbf r)]=-i\,\mathbf q\cdot\nabla f$ and $-i\,\mathbf q\cdot\nabla e^{-i\mathbf q\cdot\mathbf r}=-q^2e^{-i\mathbf q\cdot\mathbf r}$. Each electron contributes $e^{i\mathbf q\cdot\mathbf r}q^2e^{-i\mathbf q\cdot\mathbf r}=q^2$, which gives the f-sum rule

$$M_1=nq^2 .$$

The third moment splits into $M_3=M_3^T+M_3^U$ according to the two parts of $H$ in the inner commutator. In the kinetic part $D_j$ commutes with $T$, so $[T,e^{i\mathbf q\cdot\mathbf r_j}D_j]=[T,e^{i\mathbf q\cdot\mathbf r_j}]D_j=e^{i\mathbf q\cdot\mathbf r_j}D_j^2$. The outer commutator again connects an electron with itself alone:

$$[D\,e^{-i\mathbf q\cdot\mathbf r},\,e^{i\mathbf q\cdot\mathbf r}D^2]=D^3-e^{i\mathbf q\cdot\mathbf r}D^3e^{-i\mathbf q\cdot\mathbf r}.$$

The rule $e^{i\mathbf q\cdot\mathbf r}f(\mathbf p)e^{-i\mathbf q\cdot\mathbf r}=f(\mathbf p-\mathbf q)$ turns $D$ into $\mathbf q\cdot\mathbf p-q^2+\omega_q=\mathbf q\cdot\mathbf p-\omega_q$. The difference of cubes is

$$(\omega_q+\mathbf q\cdot\mathbf p)^3+(\omega_q-\mathbf q\cdot\mathbf p)^3=2\omega_q^3+6\,\omega_q(\mathbf q\cdot\mathbf p)^2,$$

the odd powers of $\mathbf q\cdot\mathbf p$ having cancelled. With $2\omega_q=q^2$,

$$M_3^T=nq^2\omega_q^2+\frac{3q^2}V\sum_j\langle(\mathbf q\cdot\mathbf p_j)^2\rangle .$$

The last term needs the tensor $\sum_j\langle p_{ja}p_{jb}\rangle$. If the ground state has at least cubic symmetry, the reflections $p_a\to-p_a$ remove the off-diagonal elements and the permutations of the axes make the diagonal ones equal, each a third of the trace. The trace is $2Nt$, where $t=\langle T\rangle/N$ is the kinetic energy per electron of the interacting ground state. Then $\sum_j\langle(\mathbf q\cdot\mathbf p_j)^2\rangle=\tfrac23Nq^2t$ and

$$M_3^T=nq^2\left(\omega_q^2+2q^2t\right)=nq^2\left(\omega_q^2+4\,\omega_q t\right).$$

An electron of momentum $\mathbf p$ that absorbs momentum $\mathbf q$ gains the energy $\omega_q+\mathbf q\cdot\mathbf p$. The first term of $M_3^T$ is the recoil of an electron at rest and the second is the Doppler spread, which is measured by the true momentum distribution and not by the Fermi sphere of free electrons. In an anisotropic ground state the tensor form has to be kept.

In the potential part, $[U,\mathbf q\cdot\mathbf p_j]=+i\,\mathbf q\cdot\nabla_jU$, so the inner commutator is a function of the positions,

$$F=[U,A^\dagger]=i\sum_je^{i\mathbf q\cdot\mathbf r_j}\,\mathbf q\cdot\nabla_jU .$$

It commutes with $e^{-i\mathbf q\cdot\mathbf r_l}$, and therefore $[D_le^{-i\mathbf q\cdot\mathbf r_l},F]=[D_l,F]e^{-i\mathbf q\cdot\mathbf r_l}=-i(\mathbf q\cdot\nabla_lF)e^{-i\mathbf q\cdot\mathbf r_l}$. The factors $-i$ and $i$ multiply to $+1$. The derivative acts either on the exponential, when $l=j$, or on $U$:

$$[A,F]=iq^2\sum_j\mathbf q\cdot\nabla_jU+\sum_{j,l}e^{i\mathbf q\cdot(\mathbf r_j-\mathbf r_l)}(\mathbf q\cdot\nabla_l)(\mathbf q\cdot\nabla_j)U .$$

The first sum is proportional to the total force on the electrons. With $\nabla_jU=\sum_{i\ne j}(\nabla w)(\mathbf r_j-\mathbf r_i)$ and $\nabla w$ odd, the forces cancel pair by pair and the sum is zero. In the second sum write $w_{qq}=(\mathbf q\cdot\nabla)^2w$ and $\mathbf r_{jl}=\mathbf r_j-\mathbf r_l$. The terms $l=j$ have unit phase factor and give $\sum_j\sum_{i\ne j}w_{qq}(\mathbf r_{ji})$. In the terms $l\ne j$ the derivative $\nabla_l$ finds the pair $(j,l)$ alone and acts on it with a minus sign, giving $-w_{qq}(\mathbf r_{jl})$. Together,

$$M_3^U=\frac1V\Big\langle\sum_{j\ne l}w_{qq}(\mathbf r_{jl})\left[1-e^{i\mathbf q\cdot\mathbf r_{jl}}\right]\Big\rangle .$$

This has the form of the dynamical matrix of a set of particles joined by springs of stiffness $w_{qq}$ and displaced along $\mathbf q$ in a wave $e^{i\mathbf q\cdot\mathbf r}$. Two electrons displaced in phase feel no change in their mutual force, and this is the factor $1-e^{i\mathbf q\cdot\mathbf r}$. The springs are averaged over the positions in the ground state, as suits a perturbation too fast for the electrons to rearrange. No three-body average appears, because $U$ enters only once, so that both derivatives act on the same pair potential, and the phase factor is either unity or a function of that same pair. If the electrons also moved in an external potential $V_{\rm ext}$, as in a crystal, the terms $l=j$ would add $\langle\sum_j(\mathbf q\cdot\nabla)^2V_{\rm ext}(\mathbf r_j)\rangle/V$ to this part, and the sum rule would no longer close on $t$ and the pair distribution.

The static structure factor is $S(\mathbf k)=\langle\rho_{\mathbf k}\rho_{-\mathbf k}\rangle/N$. Separating the $N$ diagonal terms of the double sum gives $\langle\sum_{j\ne l}e^{i\mathbf k\cdot\mathbf r_{jl}}\rangle=N[S(\mathbf k)-1]$, which is even in $\mathbf k$ because $j$ and $l$ can be renamed, and which holds at $\mathbf k=0$ with $S(0)=N$. The Fourier series of the spring constant is $w_{qq}(\mathbf r)=-V^{-1}\sum_{\mathbf k\ne0}(\mathbf q\cdot\mathbf k)^2v(k)e^{i\mathbf k\cdot\mathbf r}$. The factor $1$ then yields $N[S(\mathbf k)-1]$, the factor $-e^{i\mathbf q\cdot\mathbf r}$ yields $-N[S(\mathbf k+\mathbf q)-1]$, the constants cancel, and the overall minus sign reverses the order:

$$M_3=nq^2\left(\omega_q^2+4\,\omega_qt\right)+\frac nV\sum_{\mathbf k\ne0}(\mathbf q\cdot\mathbf k)^2\,v(k)\left[S(\mathbf k+\mathbf q)-S(\mathbf k)\right].$$

No bulk limit and no special form of $v$ has been used, so this holds for any $N$ and any local pair potential for which the terms are finite. It can therefore be tested on small systems, where $W_n$ and $\omega_n$ come from diagonalizing $H$ in a plane-wave basis. The numerical check does so for two electrons of opposite spin in a cube of side $40$ bohr with the interaction $\operatorname{erf}(\mu r)/r$, $\mu=0.11107$ bohr$^{-1}$, whose Fourier components decay fast enough for the basis to be converged. For $\mathbf q=(2\pi/L)(1,0,0)$ the spectral sum and the formula both give $M_3/M_1=3.482687\times10^{-4}$ Ha$^2$, made of $1.5220\times10^{-4}$ from the recoil, $0.6452\times10^{-4}$ from the kinetic energy and $1.3155\times10^{-4}$ from the structure factor, so that an error in any part would show. The direction $(2,1,0)$, of low symmetry, tests the use of cubic symmetry. Both agree to better than $10^{-6}$ of $M_3$. Three spinless fermions on a ring, where the tensor form with $\sum_j\langle p_j^2\rangle$ replaces the term in $t$, test antisymmetry and the absence of three-body terms, to $10^{-7}$ of $M_3$. With the bare Coulomb interaction in the cube the mismatch relative to $M_3$ is $6.6\times10^{-5}$ at a momentum cutoff of $4$ grid units and $1.2\times10^{-6}$ at $8$. It falls by a factor of more than fifty, and two cutoffs are too few to attach a law to that fall.

For the Coulomb gas the finiteness of $M_3$ depends on how $\operatorname{Im}\chi$ decays at large $\omega$, and this can be found at lowest order in the interaction. At fixed $q$ one free electron cannot absorb an energy much larger than $\omega_q+qk_F$, where $k_F=(3\pi^2n)^{1/3}$ is the Fermi wave number. The energy has to be shared by two electrons that leave nearly back to back with large momenta $\mathbf p$ and $\mathbf q-\mathbf p$. Their initial momenta, at most $k_F$, are negligible against these and are set to zero. Take two electrons of opposite spin. To first order in $U$ the initial state is $|0,0\rangle-\sum_{\mathbf k}|\mathbf k,-\mathbf k\rangle\,v(k)/(Vk^2)$, since the pair $(\mathbf k,-\mathbf k)$ has energy $k^2$. The operator $\rho_{\mathbf q}^\dagger$ adds $\mathbf q$ to either electron, and it reaches the final state from $\mathbf k=\mathbf p-\mathbf q$ and from $\mathbf k=\mathbf p$. The final state, of energy $E_f=\tfrac12(p^2+|\mathbf q-\mathbf p|^2)$, acquires admixtures $|m\rangle\langle m|U|f\rangle/(E_f-E_m)$, of which $m=(\mathbf q,0)$ and $m=(0,\mathbf q)$ are reached by $\rho_{\mathbf q}^\dagger$ from $|0,0\rangle$. Both have $E_m=q^2/2$, so $E_f-E_m=p^2-\mathbf p\cdot\mathbf q\equiv\Delta$, and the momentum transfers are $\mathbf p-\mathbf q$ and $\mathbf p$. The matrix element is $\mathcal A/V$ with

$$\mathcal A=v(|\mathbf p-\mathbf q|)\left[\frac1\Delta-\frac1{|\mathbf p-\mathbf q|^2}\right]+v(p)\left[\frac1\Delta-\frac1{p^2}\right].$$

Introduce the relative momentum $\mathbf P=\mathbf p-\mathbf q/2$ and the cosine $c$ of the angle between $\mathbf P$ and $\mathbf q$. Then $p^2$ and $|\mathbf p-\mathbf q|^2$ equal $a_\pm=P^2\pm Pqc+q^2/4$, while $\Delta=P^2-q^2/4$ and $E_f=P^2+q^2/4$. Each bracket is $(a_\pm-\Delta)/(\Delta\,a_\pm)$ with $a_\pm-\Delta=\pm Pqc+q^2/2$, and $v=4\pi/a_\pm$. With $a_\pm^{-2}\simeq P^{-4}(1\mp2qc/P)$,

$$\mathcal A=\frac{4\pi}\Delta\sum_\pm\frac{\pm Pqc+q^2/2}{a_\pm^2}\simeq\frac{4\pi}{P^6}\left[q^2-4q^2c^2\right].$$

The terms linear in $Pqc$ have cancelled between the two signs, the two terms $q^2/2$ add to $q^2$, and the two cross terms $(\pm Pqc)(\mp2qc/P)$ add to $-4q^2c^2$. Each of the four original terms is of order $P^{-4}$. Correlation in the initial state and scattering in the final state cancel at that order within each bracket, and the terms of order $P^{-5}$ cancel between the two electrons, so the amplitude starts at $P^{-6}$. The numerical check confirms the limit $\mathcal AP^6/4\pi q^2\to1-4c^2$. Since $\mathcal A$ is even in $\mathbf P$ and exchange of the outgoing electrons sends $\mathbf P\to-\mathbf P$, pairs of parallel spin cancel at this order. There are $(N/2)^2$ pairs of opposite spin. The angular mean of $(1-4c^2)^2$ is $1-\tfrac83+\tfrac{16}5=\tfrac{23}{15}$, and with $\omega\simeq P^2$ the density of final states is $\int d^3P\,(2\pi)^{-3}\delta(\omega-P^2)=\omega^{1/2}/4\pi^2$. Therefore

$$\operatorname{Im}\chi\simeq-\pi\,\frac{n^2}4\cdot\frac{\omega^{1/2}}{4\pi^2}\cdot\frac{16\pi^2q^4}{\omega^6}\cdot\frac{23}{15}=-\frac{23\pi}{15}\,n^2q^4\,\omega^{-11/2},$$

at lowest order in the interaction and for $\omega\gg q^2,k_F^2$. The integrand of $M_3$ falls as $\omega^{-5/2}$ and converges. That of $M_5$ falls as $\omega^{-1/2}$ and diverges, so at this order the expansion in $1/z^2$ ends with $M_3$. The remainder has the integrand $\omega^{-1/2}/(u^2+\omega^2)$, and the substitution $\omega=u\xi$ shows $R(u)\propto u^{-3/2}$. The next term of $\chi(iu)$ is thus of order $u^{-11/2}$, not $u^{-6}$.

For a ground state of at least cubic symmetry and a local pair potential, the third moment is now fixed by the kinetic energy and the static structure factor, and for the Coulomb gas it converges at lowest order in the interaction. What remains is to take the bulk limit and to derive from it the local-field factor at infinite frequency, with its change of sign and its values at $r_s=2$ bohr.
